# Periodic Cell Size and the Exact Depinning Force of an Elastic Wall

## One segment, one period

Let a domain wall consist of a single rigid segment at integer position $h$, in a pinning energy $V(h)$ that repeats after $M=4$ steps with the values 0, 14, 6, 18 meV. A drive lowers the energy by $f$ for each forward step. At zero temperature the segment advances only if the total energy falls, that is, if $f>V(h+1)-V(h)$. The four rises are

$$14,\quad -8,\quad 12,\quad 0-18=-18\ \text{meV}.$$

At $f=14$ meV the segment can still rest at $h=0$, where the next step is neutral. At any larger force it passes every position. The depinning force is therefore the largest rise, 14 meV.

To find it, one walks forward through one full period and keeps the largest rise met. A shorter walk can fail: started at $h=1$ and stopped after two steps, it has seen rises of $-8$, 12 and $-18$ meV and reports 12 meV. A real wall has many segments coupled by elasticity, and the number of its shapes grows exponentially with its length. The same single walk nevertheless solves that problem.

## The setting and the model

Electronic-structure programs with periodic boundary conditions ask for the repeat lengths of the cell. A lattice model of a wall, whether its energies come from such calculations or are chosen as parameters, needs the same setting: a length $L$ along the wall and a length $M$ across it, in the direction of motion. The analysis below shows what can be computed exactly for a given cell, and what the choice of $M$ does to the answer.

The wall separates two ferroelectric domains of opposite polarization. It is a closed chain of $L\ge3$ segments with integer heights $h_i$, indices being taken modulo $L$, and its energy is

$$E(h)=\sum_i\Big[\tfrac k2(h_{i+1}-h_i)^2+V_i(h_i)-f h_i\Big],\qquad V_i(h+M)=V_i(h),$$

with stiffness $k>0$. Heights count lattice steps, so $k$, $V_i$ and $f$ are all energies. A segment moves by one step at a time, and only if $E$ falls strictly. Temperature, inertia, overhangs and long-range dipolar forces are left out.

**The local threshold.** If segment $i$ advances by one, two elastic terms change:

$$\tfrac k2\big[(h_{i+1}-h_i-1)^2-(h_{i+1}-h_i)^2\big]=\tfrac k2-k(h_{i+1}-h_i),$$

$$\tfrac k2\big[(h_i+1-h_{i-1})^2-(h_i-h_{i-1})^2\big]=\tfrac k2+k(h_i-h_{i-1}).$$

Adding them, with the changes of $V_i$ and of the drive, gives $\Delta E=a_i(h)-f$, where

$$a_i(h)=k+V_i(h_i+1)-V_i(h_i)-k\Lambda_i,\qquad \Lambda_i=h_{i+1}+h_{i-1}-2h_i .$$

The segment advances when $f>a_i$. Neighbours that are ahead make $\Lambda_i$ positive and pull it forward.

A configuration blocks the force $f$ if $a_i\ge f$ for every $i$. The largest force that some configuration can block is

$$f_c=\max_h\,\min_i\,a_i(h).$$

For $f>f_c$ every configuration has a segment that can advance.

**The maximum exists.** At $f=0$ the energy is unchanged when all heights shift by $M$, and large slopes cost elastic energy, so a lowest-energy configuration exists. There no advance lowers the energy, hence all $a_i\ge0$, and $f_c\ge0$.

Only configurations with all $a_i\ge0$ therefore compete. Let $D$ be the largest rise $V_i(h+1)-V_i(h)$ in the sample. Then $a_i\ge0$ requires $\Lambda_i\le c=(k+D)/k$. The slopes $d_i=h_{i+1}-h_i$ satisfy $d_i-d_{i-1}=\Lambda_i\le c$ and $\sum_i d_i=0$. Some slope is thus $\le0$, and going forward from it to $i$ takes at most $L-1$ increments, so $d_i\le(L-1)c$. Some slope is also $\ge0$, and going forward from $i$ to it gives $d_i\ge-(L-1)c$. Up to shifts by $M$, finitely many configurations remain, and the maximum is attained.

**An upper bound.** Because $\sum_i\Lambda_i=0$, elasticity drops out of the sum of the thresholds. The smallest threshold cannot exceed their mean, so

$$f_c\le k+\frac1L\sum_i\max_h\,[V_i(h+1)-V_i(h)].$$

For a clean wall, $V_i=0$, this gives $f_c\le k$, and the flat wall has $a_i=k$ everywhere. Hence $f_c=k$. This is a lattice barrier: the first segment to leave a flat wall must create two steps, each costing $k/2$. The same constant $k$ enters every threshold $a_i$ of this model.

## The algorithm

Start from any configuration $h^0$ and repeat:

1. Compute all $a_i$. If their minimum exceeds the record $R$, store it as the new $R$, together with the configuration.
2. If every segment has advanced by at least $M$ since the start, stop and return $R$.
3. Advance by one step every segment with $a_i\le R$.

In step 3 the wall moves as it would under a force just above $R$. The claim is that the returned $R$ equals $f_c$.

**No-passing rule.** Let $p$ be a configuration with $a_i(p)>R$ for all $i$, and let $h_i\le p_i$ everywhere. Consider a segment that touches, $h_i=p_i$. Its pinning terms are the same in $h$ and $p$, while its neighbours in $h$ are no further ahead than those in $p$. So $\Lambda_i(h)\le\Lambda_i(p)$, and

$$a_i(h)\ge a_i(p)>R .$$

The touching segment stays. Any segment that moves had $h_i<p_i$ and moves by one, so $h\le p$ still holds afterwards, even when several segments move together. The wall cannot pass $p$.

**Why one period is enough.** Every record is the minimum threshold of an actual configuration, so $R\le f_c$. Suppose the pass stopped with $R<f_c$. Take a configuration $p$ with $\min_i a_i(p)=f_c$. Shifting all its heights by a multiple of $M$ changes no threshold. Let $n$ be the smallest integer for which $p+nM\ge h^0$ at every segment. All records during the pass were below $f_c$, so the wall never passed $p+nM$. At the stop,

$$h^0+M\le h\le p+nM .$$

Subtracting $M$ gives $h^0\le p+(n-1)M$, which contradicts the choice of $n$. Hence $R=f_c$, whatever the start.

**Why the pass ends.** In each round the segment with the smallest threshold moves, because $R$ is at least that threshold. Some segment therefore advances without limit if the pass never stops. If another stayed put forever, there would be a stuck segment beside one that runs away. Its $\Lambda_i$ would grow without limit and its $a_i$ would fall below $R$, so it would move. All segments thus advance, and the stopping condition is met.

**Cost.** Start from the flat wall $h^0=0$. Until $f_c$ is found, the wall stays at or below $p+nM$, whose lowest height is at most $M-1$ by the choice of $n$. The lowest height of the critical configuration found is then also at most $M-1$. If its heights span a range $W$, none exceeds $M-1+W$, so at most $L(M-1+W)$ single advances were needed. No search over shapes takes place.

## A wall to follow by hand

Take $L=3$, $M=4$, $k=6$ meV and, for heights 0 to 3, in meV,

$$V_0=(0,14,6,18),\quad V_1=(9,2,16,5),\quad V_2=(12,7,0,15).$$

At $h=(0,0,0)$ all $\Lambda_i$ vanish, and the thresholds are $6+14=20$, $6-7=-1$ and $6-5=1$. The record is $-1$, and segment 1 advances. The pass continues through $(0,1,0)$, $(0,1,1)$, $(0,1,2)$, $(1,1,2)$, $(2,1,2)$ and $(2,2,2)$; its record rises to 5 meV at $(0,1,1)$, to 8 meV at $(2,1,2)$ and to 12 meV at $(2,3,2)$. There

$$a_0=6+(18-6)-6\cdot1=12,$$
$$a_1=6+(9-5)-6\cdot(-2)=22,$$
$$a_2=6+(15-0)-6\cdot1=15 .$$

Segment 0 is the weakest. Once it advances, the wall runs through $(3,3,2)$ and $(4,3,3)$ to $(4,4,4)$ without a new record. Every segment has then moved by four steps, so $f_c=12$ meV. The upper bound is $6+(14+14+15)/3\approx20.3$ meV. It is not reached. At $(0,1,2)$ every segment sits before its largest rise and the mean threshold equals the bound, but the thresholds are 2, 20 and 39 meV, and the smallest one decides.

Had the pass stopped when every segment had moved by two steps, at $(2,2,2)$, it would have returned 8 meV. In a test on 30 random samples with $L=4$ and $M=5$, the full pass agreed each time with a complete enumeration based on energy differences. Stopping after two steps gave too small a force in 10 of them.

## Does the forward pass describe real descent?

The algorithm never lets a segment retreat, whereas energy descent may. A retreat of segment $i$ undoes an advance made from $h-e_i$, where $e_i$ is one step of that segment. It lowers the energy only if $b_i=a_i(h-e_i)>f$.

Suppose that no retreat is favourable, $b_i\le f$ for all $i$, and let segment $j$ make a downhill advance. Its own new $b_j$ is the old $a_j(h)$, which was below $f$. For each neighbour of $j$, $\Lambda_i$ has grown by one, so $b_i$ falls by $k$. The other $b_i$ are unchanged. Retreats therefore remain unfavourable, and the later motion is purely forward.

For $f>0$ such a state can be reached from any start by retreats alone. Each retreat raises the drive term $-f\sum_i h_i$ by $f$, while the total energy must fall and the elastic and pinning energies are bounded below, so the retreats come to an end. From then on the wall advances. If $f\le f_c$, some shifted blocking configuration lies ahead, and the no-passing argument, with $a_i(p)\ge f$ for the blocker and $a_i<f$ for movers, brings the wall to rest. If $f>f_c$ it never rests.

## A larger wall

The model wall has $L=M=64$, $k=10$ meV, and independent $V_i(h)$ drawn uniformly between 0 and 40 meV. The flat start has a smallest threshold of $-17.5$ meV: its weakest segment would advance even against a reverse drive. This says little about depinning, since the wall meets much stronger shapes on its way. The pass gives

$$f_c=18.763\ \text{meV per advance}.$$

The upper bound is 44.2 meV, more than twice as large. The critical wall spans $W=30$ steps, with an rms width of about 10 steps. It was found after 2270 advances, within the limit $64\,(63+30)=5952$; the whole pass took 5099.

Random sequential energy descent provides a separate test. Starting from a rough wall, only retreats are permitted at first, until none lowers the energy; from then on both directions are permitted. At $f=f_c$ the first stage took 36 retreats. The second made 2148 advances and no retreat, and came to rest with a smallest threshold equal to $f_c$. At a force 0.001 meV higher, every segment moved by at least 192 steps, three full periods, again without a retreat once the initial ones were over.

To convert to a field, note that an advance reverses the polarization $P$ in a volume $v$. The energy $-PEv$ replaces $+PEv$, so $f=2PEv$. With the round values $P=0.5$ C/m² and $v=10$ nm³,

$$E_c=\frac{f_c}{2Pv}=\frac{18.763\times10^{-3}\times1.602\times10^{-19}\ \text{J}}{2\times0.5\times10^{-26}\ \text{C m}}\approx0.30\ \text{MV/m}.$$

A clean wall with the same $k$ would need $f_c=10$ meV, or about 0.16 MV/m. The lattice barrier is thus not negligible here, and the result should not be read as the effect of disorder alone. Disorder does not simply add to $k$ either: it also supplies weak segments that leave a flat wall easily, and weak disorder lowers $f_c$ below the clean value, to about 7 meV in the same cell if $V$ ranges only up to 5 or 10 meV. The field is not an estimate of a coercive field at room temperature, where the thermal energy of about 26 meV is comparable with the energies used here. The parameters are also not those of a real wall. For steps and segments of 1 nm in a layer 10 nm thick, a wall energy $\sigma$ per area gives $k=\sigma\times10$ nm², so $k=10$ meV corresponds to only 0.16 mJ/m², while wall energies of order 10 to 100 mJ/m² would give $k$ of 0.6 to 6 eV. The number illustrates the conversion of units only.

## Choosing the repeat length across the wall

The force is exact for the sample, but the sample depends on the cell. For $L=32$, with the same $k$ and range of $V$, averages over 30 samples are:

- $M=8$: $16.75\pm0.25$ meV
- $M=32$: $18.63\pm0.19$ meV
- $M=128$: $19.26\pm0.13$ meV

The uncertainties are standard errors of the mean. The rise from $M=8$ to $M=128$ is 2.5 meV, far outside them. Two limits show that it is no numerical fault.

For $M=1$ each $V_i$ is constant, all rises vanish, and $f_c=k=10$ meV. The cell has removed the disorder from the problem.

For $M\to\infty$ at fixed $L$, the wall meets ever more independent disorder, and one strong place suffices to stop it. No rise exceeds $V_{\max}=40$ meV, so $f_c\le k+V_{\max}=50$ meV. Conversely, at any given height there is a small but nonzero probability that all $L$ rises lie close to $V_{\max}$. In an unlimited cell this happens somewhere with probability one, and the flat wall there has all thresholds close to 50 meV. Hence $f_c\to50$ meV.

This limit is out of practical reach by such flat places. For uniform $V$, a rise of at least $r$ has probability $\tfrac12(1-r/V_{\max})^2$, which is $1/8$ for $r=20$ meV. A flat wall of 32 segments that blocks 30 meV then occurs about once in $8^{32}\approx8\times10^{28}$ heights. Other shapes can block this force too, so the estimate does not give the $M$ at which 30 meV is first reached. The limit itself shows that increasing $M$ alone leads, slowly, towards rare strong places and not towards the typical behaviour of a long wall.

Guidance for the setting follows:

- **Compare $M$ with $W$.** If the critical wall spans more than one period, the disorder repeats before the wall has advanced by its own width. In the larger example $W=30$ is below $M=64$. For $L=32$ the critical wall typically spans 15 to 19 steps, so the cell with $M=8$ above is too short by this measure, and part of the rise from $M=8$ has this cause.
- **Do not converge in $M$ at fixed $L$.** To approach a long wall, enlarge both lengths, keeping $M$ at a fixed multiple of the typical $W$. That the result then settles to a value independent of the multiple is a plausible expectation, not proved here. In this model $W$ grows faster than $L$, so the slopes of the critical wall increase with its length, from about one step per segment at $L=16$ to nearly two at $L=128$. For long walls the quadratic elastic energy and the neglect of overhangs then become doubtful as a description of a real wall.
- **State $L$, $M$ and the number of samples.** The spread between samples comes from the different disorder in each finite cell. Solving a single sample exactly does not remove it.
- **Use integer energies.** Comparisons are then free of rounding. If each $V_i(h)$ is rounded to the nearest multiple of a unit $\delta$, each rise changes by at most $\delta$, and so does $f_c$. Make $k$ a multiple of $\delta$ from the outset, because an error in $k$ enters $a_i$ multiplied by $1-\Lambda_i$.

## Where the method stops

The no-passing step needs one property of the coupling: advancing one segment must never raise the threshold of another. Other couplings with this property keep the rule, though the bounds and the proof that the pass ends must be redone. If an advance can hold a neighbour back, the proof fails, and a single pass is no longer guaranteed to find the maximum. Long-range dipolar forces must be checked on this point before the method is applied.

At finite temperature a wall can cross barriers below $f_c$, and with inertia it can run through a configuration that would stop slow motion. In both cases $f_c$ remains a property of the energy landscape, but motion below it is possible.

## Values computed for the example and the checks

```
Small wall: L = 3, M = 4, k = 6 meV
  V_0(0..3) in meV: [0, 14, 6, 18]
  V_1(0..3) in meV: [9, 2, 16, 5]
  V_2(0..3) in meV: [12, 7, 0, 15]
  heights | thresholds a_i (meV) | record (meV)
   [0, 0, 0] | [20, -1, 1] | -1
   [0, 1, 0] | [14, 32, -5] | -1
   [0, 1, 1] | [8, 26, 5] | 5
   [0, 1, 2] | [2, 20, 39] | 5
   [1, 1, 2] | [-8, 14, 33] | 5
   [2, 1, 2] | [24, 8, 27] | 8
   [2, 2, 2] | [18, -5, 21] | 8
   [2, 3, 2] | [12, 22, 15] | 12
   [3, 3, 2] | [-6, 16, 9] | 12
   [4, 3, 3] | [32, 4, -3] | 12
   [4, 4, 4] | [20, -1, 1] | 12
  f_c = 12 meV at heights [2, 3, 2]
Enumeration: 30 samples agree (L = 4, M = 5)
  wrong if stopped after 2 steps: 10 samples
Clean wall, k = 10 meV: f_c = 10.000 meV
Model wall: L = 64, M = 64, k = 10 meV, V from 0 to 40 meV
  flat start, smallest threshold = -17.501 meV
  depinning force f_c = 18.763 meV per advance
  upper bound from summed thresholds = 44.220 meV
  height range W of critical wall = 30 steps
  rms width of critical wall = 10.33 steps
  advances until f_c is found = 2270
  limit L(M-1+W) = 5952
  advances in the whole pass = 5099
  descent at f_c: initial retreats = 36, then 2148 advances, 0 retreats, rest
  descent at f_c + 0.001 meV: 13340 advances, 0 retreats, every segment moved >= 192 steps
  P = 0.5 C/m^2, swept volume = 10 nm^3
  depinning field = 0.3006 MV/m
Sample average of f_c, L = 32, 30 samples, same k and V range:
  M = 8: 16.75 meV, standard error 0.25 meV
  M = 32: 18.63 meV, standard error 0.19 meV
  M = 128: 19.26 meV, standard error 0.13 meV
```
